**Stress-driven rippling of a thick silicide: threshold and corrections**

The program tests the threshold \(\lambda_c=\pi E\gamma/[(1-\nu^2)\sigma^2]\), where \(\sigma\) is the in-plane stress, \(E\) the Young modulus, \(\nu\) the Poisson ratio and \(\gamma\) the surface energy. Symbolic algebra asserts that the first-order stress field is compatible, leaves the rippled surface free of traction and gives the stated surface energy density for any uniform out-of-plane stress. A finite-element calculation on the rippled domain, which does not use that field, gives a threshold of 693.5 nm against 690.5 nm from the formula; the assertion allows 2% for mesh error. The program also asserts the fastest wavelength under surface diffusion, \(4\lambda_c/3\), and the energies of a 5 nm ripple at 500 nm and 1000 nm, which lie on opposite sides of the threshold. For a very thin film on silicon, the computed elastic response is 1.291 against a limiting value of 1.307, within the asserted 4%. The output gives a threshold of 617 nm for a 30 nm film on silicon and 2762 nm for a thick solid at half the stress. Further assertions cover the biaxial thermal stress and the small-slope formula for grain-boundary groove depth.

## Verification by program

```python
# Result under test: a thick stressed solid in plane strain is unstable to
# surface ripples h = a cos(k x) longer than
#     lambda_c = pi E gamma / ((1 - nu^2) sigma^2).
# sigma: in-plane stress, E: Young modulus, nu: Poisson ratio,
# gamma: surface energy, E' = E/(1-nu^2): plane-strain modulus.
# SI units inside the program; lengths are printed in nm.
# The independent road is a finite-element solution on the rippled domain.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

nm = 1e-9
sigma, young, poisson, gamma = 1e9, 200e9, 0.3, 1.0
young_si, poisson_si = 160e9, 0.22        # rough isotropic silicon
plane_modulus = young / (1 - poisson**2)
plane_modulus_si = young_si / (1 - poisson_si**2)


def threshold(stress):
    return np.pi * plane_modulus * gamma / stress**2


def stiffness(E, nu):
    return E / ((1 + nu) * (1 - 2 * nu)) * np.array(
        [[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, (1 - 2 * nu) / 2]])


def elastic_release(wavelength, amplitude, thickness, on_silicon=False):
    """Elastic energy released per area by a ripple, at fixed mean strain.

    Bilinear elements, one period, lengths in units of the wavelength.
    The film base is rigid, or bonded to a deep elastic silicon substrate.
    """
    nx, n_film, n_sub = 64, 32, 28
    d, a = thickness / wavelength, amplitude / wavelength
    x = np.arange(nx + 1) / nx
    h = a * np.cos(2 * np.pi * x)
    depth = d * np.linspace(0, 1, n_film + 1)**2
    y = h[None, :] - depth[:, None] * (1 + h[None, :] / d)
    if on_silicon:
        below = 1.2 * np.linspace(0, 1, n_sub + 1)[1:]**2
        y = np.vstack([y, np.repeat(-(d + below)[:, None], nx + 1, axis=1)])
    rows = y.shape[0] - 1
    j, i = [m.ravel() for m in np.meshgrid(np.arange(rows), np.arange(nx),
                                           indexing="ij")]
    corner_j = np.stack([j + 1, j + 1, j, j], axis=1)
    corner_i = np.stack([i, i + 1, i + 1, i], axis=1)
    xy = np.stack([x[corner_i], y[corner_j, corner_i]], axis=2)
    node = corner_j * nx + corner_i % nx
    dof = np.stack([2 * node, 2 * node + 1], axis=2).reshape(len(j), 8)
    in_film = j < n_film
    C = np.where(in_film[:, None, None], stiffness(young, poisson),
                 stiffness(young_si, poisson_si))
    prestress = np.zeros((len(j), 3, 1))
    prestress[in_film, 0, 0] = sigma
    Ke, Fe = np.zeros((len(j), 8, 8)), np.zeros((len(j), 8, 1))
    g = 1 / np.sqrt(3)
    for s in (-g, g):
        for t in (-g, g):
            dN = np.array([[-(1 - t), 1 - t, 1 + t, -(1 + t)],
                           [-(1 - s), -(1 + s), 1 + s, 1 - s]]) / 4
            J = dN @ xy
            det = np.linalg.det(J)
            assert det.min() > 0
            grad = np.linalg.solve(J, np.broadcast_to(dN, (len(j), 2, 4)))
            B = np.zeros((len(j), 3, 8))
            B[:, 0, 0::2] = grad[:, 0]
            B[:, 1, 1::2] = grad[:, 1]
            B[:, 2, 0::2] = grad[:, 1]
            B[:, 2, 1::2] = grad[:, 0]
            BT = np.swapaxes(B, 1, 2)
            Ke += BT @ (C @ B) * det[:, None, None]
            Fe += BT @ prestress * det[:, None, None]
    size = 2 * nx * (rows + 1)
    K = coo_matrix((Ke.ravel(), (np.repeat(dof, 8, axis=1).ravel(),
                                 np.tile(dof, (1, 8)).ravel())),
                   shape=(size, size)).tocsc()
    F = np.bincount(dof.ravel(), weights=Fe.ravel(), minlength=size)
    free = size - 2 * nx                  # the bottom row is held fixed
    u = spsolve(K[:free, :free], F[:free])
    return 0.5 * F[:free] @ u * wavelength


def surface_cost(wavelength, amplitude):
    """Surface energy per projected area from the true arc length."""
    q = 2 * np.pi * amplitude / wavelength

    def extra(p):
        s2 = (q * np.sin(2 * np.pi * p))**2
        return s2 / (1 + np.sqrt(1 + s2))
    return gamma * quad(extra, 0, 1, epsabs=0, epsrel=1e-9)[0]


def response(wavelength, thickness, on_silicon=False):
    """Elastic coefficient relative to the thick-solid formula (1 = thick)."""
    a = 1e-4 * wavelength
    k = 2 * np.pi / wavelength
    formula = sigma**2 * k * a**2 / (2 * plane_modulus)
    return elastic_release(wavelength, a, thickness, on_silicon) / formula


# Symbolic test of the first-order elastic field and surface energy density
X, Y = sp.symbols("x y", real=True)
A, Kw, S, Em, Nu, Z = sp.symbols("a k sigma E nu sigma_zz", positive=True)
airy = S * Y**2 / 2 - A * S * Y * sp.exp(Kw * Y) * sp.cos(Kw * X)
biharmonic = (sp.diff(airy, X, 4) + 2 * sp.diff(airy, X, 2, Y, 2)
              + sp.diff(airy, Y, 4))
assert sp.simplify(biharmonic) == 0
sxx, syy, sxy = sp.diff(airy, Y, 2), sp.diff(airy, X, 2), -sp.diff(airy, X, Y)
profile = A * sp.cos(Kw * X)
slope = sp.diff(profile, X)


def first_order(expression):
    on_surface = expression.subs(Y, profile)
    return sp.simplify(sp.diff(on_surface, A).subs(A, 0))


assert first_order(-slope * sxx + sxy) == 0
assert first_order(-slope * sxy + syy) == 0
assert sp.simplify(first_order(sxx) + 2 * S * Kw * sp.cos(Kw * X)) == 0
szz = Z + Nu * (sxx + syy - S)            # any uniform out-of-plane stress Z
density = (sxx**2 + syy**2 + szz**2 - 2 * Nu * (sxx * syy + syy * szz
           + szz * sxx) + 2 * (1 + Nu) * sxy**2) / (2 * Em)
expected = -2 * S**2 * (1 - Nu**2) * Kw / Em * sp.cos(Kw * X)
assert sp.simplify(first_order(density) - expected) == 0

# Threshold from the total energy of the rippled body, no Airy function used
lam_c = threshold(sigma)
k_c = 2 * np.pi / lam_c


def total_energy(wavelength):
    a = 1e-3 * wavelength
    return (surface_cost(wavelength, a)
            - elastic_release(wavelength, a, 1.2 * wavelength)) / a**2


lam_fem = brentq(total_energy, 400 * nm, 1200 * nm, xtol=0.05 * nm)
assert abs(lam_fem / lam_c - 1) < 0.02    # mesh error of bilinear elements

# Fastest wavelength under surface diffusion, from the numerical response
thick_response = response(lam_c, 1.2 * lam_c)


def minus_rate(k_scaled):
    k = k_scaled * k_c
    drive = 2 * thick_response * sigma**2 * k / plane_modulus - gamma * k**2
    return -k**2 * drive / (gamma * k_c**4)


best = minimize_scalar(minus_rate, bounds=(0.1, 1.0), method="bounded")
lam_fast = 4 * lam_c / 3
assert abs(lam_c / best.x / lam_fast - 1) < 0.02

print(f"stress sigma = {sigma/1e9:.1f} GPa")
print(f"Young modulus E = {young/1e9:.0f} GPa")
print(f"Poisson ratio = {poisson:.2f}")
print(f"surface energy gamma = {gamma:.1f} J/m^2")
print(f"plane-strain modulus E' = {plane_modulus/1e9:.1f} GPa")
print(f"out-of-plane stress nu*sigma = {poisson*sigma/1e9:.2f} GPa")
print(f"elastic strain sigma/E' = {100*sigma/plane_modulus:.3f} %")
print(f"flat energy density = {sigma**2/(2*plane_modulus)/1e6:.3f} MJ/m^3")
print(f"threshold wavenumber k_c = {k_c*nm:.5f} 1/nm")
print(f"decay length 1/k_c = {1/k_c/nm:.1f} nm")
print(f"threshold wavelength, formula = {lam_c/nm:.1f} nm")
print(f"threshold wavelength, finite elements = {lam_fem/nm:.1f} nm")
print(f"fastest wavelength, 4/3 of threshold = {lam_fast/nm:.1f} nm")
print(f"fastest wavelength, numerical maximum = {lam_c/best.x/nm:.1f} nm")
wrong = np.pi * young * gamma / sigma**2
print(f"value if 1-nu^2 is left out = {wrong/nm:.1f} nm")

# A finite ripple on each side of the threshold
ripple = 5 * nm
print(f"ripple amplitude = {ripple/nm:.0f} nm")
for lam in (500 * nm, 1000 * nm):
    k = 2 * np.pi / lam
    cost = gamma * ripple**2 * k**2 / 4
    gain = sigma**2 * k * ripple**2 / (2 * plane_modulus)
    cost_num = surface_cost(lam, ripple)
    gain_num = elastic_release(lam, ripple, 1.2 * lam)
    assert abs(cost / cost_num - 1) < 0.01
    assert abs(gain / gain_num - 1) < 0.03   # mesh and finite slope
    assert (cost_num > gain_num) == (lam < lam_c)
    print(f"{lam/nm:.0f} nm: surface cost = {cost*1e3:.4f} mJ/m^2")
    print(f"{lam/nm:.0f} nm: elastic release = {gain*1e3:.4f} mJ/m^2")
    print(f"{lam/nm:.0f} nm: net change = {(cost-gain)*1e3:+.4f} mJ/m^2")

# Neglected effect: finite film thickness on an elastic silicon substrate
ratio = plane_modulus / plane_modulus_si
thin_response = response(lam_c, 0.01 / k_c, on_silicon=True)
assert abs(thin_response / ratio - 1) < 0.04   # corrections of order k*H
print(f"silicon modulus, Poisson ratio (rough) = {young_si/1e9:.0f} GPa,"
      f" {poisson_si:.2f}")
print(f"modulus ratio E'film/E'Si = {ratio:.3f}")
print(f"numerical thin-film response at kH=0.01 = {thin_response:.3f}")
print(f"thin-film limit of threshold = {lam_c/ratio/nm:.0f} nm")
for thickness in (30 * nm, 100 * nm, 300 * nm, 1000 * nm):
    lam = lam_c
    for _ in range(12):
        new = lam_c / response(lam, thickness, on_silicon=True)
        change, lam = abs(new / lam - 1), new
        if change < 5e-4:
            break
    assert change < 5e-4
    print(f"film {thickness/nm:.0f} nm on Si: threshold = {lam/nm:.0f} nm")

# Neglected effect: the stress changes with temperature if it is thermal
mismatch = 1e-5                           # rough expansion difference, 1/K
cooling = sigma * (1 - poisson) / (young * mismatch)
compliance = np.array([[1, -poisson], [-poisson, 1]]) / young
biaxial = np.linalg.solve(compliance, mismatch * cooling * np.ones(2))
assert np.allclose(biaxial, sigma, rtol=1e-10)
print(f"expansion mismatch (rough) = {mismatch:.1e} 1/K")
print(f"cooling that gives the stress = {cooling:.0f} K")
print(f"threshold at half the stress = {threshold(sigma/2)/nm:.0f} nm")
print(f"threshold at twice the stress = {threshold(2*sigma)/nm:.0f} nm")

# Neglected effect: grain-boundary grooves, which need no stress
boundary_energy, grain = 0.5, 200 * nm    # rough values
angle = np.arcsin(boundary_energy / (2 * gamma))
groove = grain * angle / 6
radius = grain / (2 * np.sin(angle))
cap_mean = quad(lambda p: np.sqrt(1 - (p * np.sin(angle))**2)
                - np.cos(angle), 0, 1)[0] * radius
assert abs(groove / cap_mean - 1) < 0.03  # small-slope formula
print(f"grain-boundary energy (rough) = {boundary_energy:.1f} J/m^2")
print(f"grain size = {grain/nm:.0f} nm")
print(f"groove edge angle = {np.degrees(angle):.1f} degrees")
print(f"groove depth below mean, small slope = {groove/nm:.1f} nm")
print(f"groove depth below mean, circular cap = {cap_mean/nm:.1f} nm")

print("no test failed")
```

It prints:

```
stress sigma = 1.0 GPa
Young modulus E = 200 GPa
Poisson ratio = 0.30
surface energy gamma = 1.0 J/m^2
plane-strain modulus E' = 219.8 GPa
out-of-plane stress nu*sigma = 0.30 GPa
elastic strain sigma/E' = 0.455 %
flat energy density = 2.275 MJ/m^3
threshold wavenumber k_c = 0.00910 1/nm
decay length 1/k_c = 109.9 nm
threshold wavelength, formula = 690.5 nm
threshold wavelength, finite elements = 693.5 nm
fastest wavelength, 4/3 of threshold = 920.6 nm
fastest wavelength, numerical maximum = 924.6 nm
value if 1-nu^2 is left out = 628.3 nm
ripple amplitude = 5 nm
500 nm: surface cost = 0.9870 mJ/m^2
500 nm: elastic release = 0.7147 mJ/m^2
500 nm: net change = +0.2722 mJ/m^2
1000 nm: surface cost = 0.2467 mJ/m^2
1000 nm: elastic release = 0.3574 mJ/m^2
1000 nm: net change = -0.1106 mJ/m^2
silicon modulus, Poisson ratio (rough) = 160 GPa, 0.22
modulus ratio E'film/E'Si = 1.307
numerical thin-film response at kH=0.01 = 1.291
thin-film limit of threshold = 528 nm
film 30 nm on Si: threshold = 617 nm
film 100 nm on Si: threshold = 666 nm
film 300 nm on Si: threshold = 689 nm
film 1000 nm on Si: threshold = 694 nm
expansion mismatch (rough) = 1.0e-05 1/K
cooling that gives the stress = 350 K
threshold at half the stress = 2762 nm
threshold at twice the stress = 173 nm
grain-boundary energy (rough) = 0.5 J/m^2
grain size = 200 nm
groove edge angle = 14.5 degrees
groove depth below mean, small slope = 8.4 nm
groove depth below mean, circular cap = 8.5 nm
no test failed
```
